# Why a lossless half-wave resist film leaves an absorbing substrate's reflectance unchanged: verification in Python

```python
"""Half-wave film theorem: a lossless film of index n1 and thickness
d = m*wavelength/(2*n1) leaves the normal-incidence reflection amplitude r,
and so the reflectance R = |r|^2, equal to that of the bare substrate,
even if the substrate index N2 = n2 + i*k2 is complex.
Time factor exp(-i*omega*t); depth increases into the substrate.
The reference road integrates the wave equation numerically from a zero of
the field deep in the substrate; the other road uses closed formulas.
Layers are listed from the substrate upward as (index, thickness in nm).
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import minimize_scalar
from scipy.constants import h, c, e

WAVELENGTH = 248.0              # nm, vacuum
K0 = 2 * np.pi / WAVELENGTH     # 1/nm
N_AIR, N_RESIST, N_SI = 1.0, 1.75, 1.6 + 3.6j
K_RESIST = 0.01
ORDER = 5
HALF_WAVE = WAVELENGTH / (2 * N_RESIST)
THICKNESS = ORDER * HALF_WAVE


def wave_numbers(index, sine, pol):
    """Normal wave number / K0 and the weight g in u' = g*v."""
    q = np.sqrt(complex(index)**2 - sine**2)
    g = 1.0 if pol == "s" else complex(index)**2
    return q, g


def march_up(state, index, phase_depth, sine, pol):
    """Integrate the wave equation upward; u is E (s) or H (p)."""
    q, g = wave_numbers(index, sine, pol)
    sol = solve_ivp(lambda x, y: [-g * y[1], q**2 / g * y[0]],
                    (0, phase_depth), np.array(state, dtype=complex),
                    method="DOP853", rtol=1e-10, atol=1e-13)
    assert sol.success
    return sol.y[:, -1]


def integrate_stack(layers, substrate=N_SI, sine=0.0, pol="s"):
    """Return r and the field at the substrate per unit incident field."""
    q_sub, _ = wave_numbers(substrate, sine, pol)
    state = march_up([0, 1], substrate, 27 / q_sub.imag, sine, pol)
    state = state / state[0]
    for index, thickness in layers:
        state = march_up(state, index, K0 * thickness, sine, pol)
    q, g = wave_numbers(N_AIR, sine, pol)
    difference = state[1] / (1j * q / g)
    incident = (state[0] + difference) / 2
    reflected = (state[0] - difference) / 2
    return reflected / incident, 1 / incident


def r_formula(layers, substrate=N_SI, sine=0.0, pol="s"):
    """Reflection amplitude from the surface admittance Y."""
    q, g = wave_numbers(substrate, sine, pol)
    Y = q / g
    for index, thickness in layers:
        q, g = wave_numbers(index, sine, pol)
        Y1, delta = q / g, K0 * q * thickness
        cd, sd = np.cos(delta), np.sin(delta)
        Y = Y1 * (Y * cd - 1j * Y1 * sd) / (Y1 * cd - 1j * Y * sd)
    q, g = wave_numbers(N_AIR, sine, pol)
    return (q / g - Y) / (q / g + Y)


def R_film(thickness, index=N_RESIST, **kwargs):
    return abs(r_formula([(index, thickness)], **kwargs))**2


def fresnel(a, b):
    return (a - b) / (a + b)


# The theorem for several absorbing substrates and film orders
largest_error = 0.0
for substrate in (N_SI, 6.5 + 2.7j, 0.2 + 3.0j, 2.0 + 0.5j):
    bare_integrated, t_bare = integrate_stack([], substrate)
    assert abs(bare_integrated - fresnel(N_AIR, substrate)) < 1e-7
    for m in (1, 2, 5):
        r, t = integrate_stack([(N_RESIST, m * HALF_WAVE)], substrate)
        largest_error = max(largest_error, abs(r - bare_integrated))
        assert abs(r - fresnel(N_AIR, substrate)) < 1e-7
        assert abs(t - (-1)**m * t_bare) < 1e-7
        assert abs(substrate.real * abs(t)**2 - (1 - abs(r)**2)) < 1e-7

# General film formula, including absorbing films and oblique incidence
for index, thickness, sine, pol in (
        (N_RESIST, 35.0, 0.0, "s"), (N_RESIST + 0.01j, THICKNESS, 0.0, "s"),
        (1.6 + 0.2j, 90.0, 0.0, "s"), (N_RESIST, THICKNESS, 0.3, "s"),
        (N_RESIST, THICKNESS, 0.3, "p"), (N_RESIST, THICKNESS, 0.6, "s"),
        (N_RESIST, THICKNESS, 0.6, "p")):
    layer = [(index, thickness)]
    integrated = integrate_stack(layer, sine=sine, pol=pol)[0]
    assert abs(integrated - r_formula(layer, sine=sine, pol=pol)) < 1e-7
for sine in (0.3, 0.6):
    for pol in "sp":
        bare_angle = integrate_stack([], sine=sine, pol=pol)[0]
        assert abs(bare_angle - r_formula([], sine=sine, pol=pol)) < 1e-7

# Explicit sum of echoes at the half-wave thickness
r01, r12 = fresnel(N_AIR, N_RESIST), fresnel(N_RESIST, N_SI)
r02 = fresnel(N_AIR, N_SI)
round_trip = np.exp(2j * K0 * N_RESIST * THICKNESS)
echoes = [(1 - r01**2) * r12 * round_trip * (-r01 * r12 * round_trip)**j
          for j in range(60)]
partial = r01 + np.concatenate(([0], np.cumsum(echoes)))
assert abs(partial[-1] - integrate_stack([])[0]) < 1e-7

# Extrema and the second thickness with the bare reflectance
phi = np.angle(r12)
d_min = (-phi % (2 * np.pi)) / (2 * K0 * N_RESIST)
d_max = ((np.pi - phi) % (2 * np.pi)) / (2 * K0 * N_RESIST)
found_min = minimize_scalar(R_film, bounds=(5, 50), method="bounded",
                            options={"xatol": 1e-7}).x
found_max = minimize_scalar(lambda d: -R_film(d), bounds=(40, 80),
                            method="bounded", options={"xatol": 1e-7}).x
assert abs(found_min - d_min) < 1e-3 and abs(found_max - d_max) < 1e-3
d_cross = (-phi % np.pi) / (K0 * N_RESIST)
r_cross = integrate_stack([(N_RESIST, d_cross)])[0]
R_bare = abs(r02)**2
assert abs(abs(r_cross)**2 - R_bare) < 1e-7
assert abs(r_cross - r02) > 0.01

# The half-wave point is an extremum only for the transparent substrate here
step = 0.01
slope_si = (R_film(THICKNESS + step) - R_film(THICKNESS - step)) / (2 * step)
slope_clear = (R_film(THICKNESS + step, substrate=3.6)
               - R_film(THICKNESS - step, substrate=3.6)) / (2 * step)
assert abs(slope_clear) < 1e-9 and abs(slope_si) > 1e-4

# An absorbing film does not restore the bare amplitude at any scanned depth
scan = np.arange(40.0, 600.0, 0.25)
lossy = N_RESIST + 1j * K_RESIST
gap_lossy = np.min(abs(r_formula([(lossy, scan)]) - r02))
assert gap_lossy > 0.005

# The substrate may itself be a stack: silicon under a native oxide
oxide = (1.51, 1.5)
r_oxide = integrate_stack([oxide])[0]
r_oxide_resist = integrate_stack([oxide, (N_RESIST, THICKNESS)])[0]
assert abs(r_oxide - r_oxide_resist) < 1e-7

r_coated, t_coated = integrate_stack([(N_RESIST, THICKNESS)])
R_coated = abs(r_coated)**2
print(f"Vacuum wavelength: {WAVELENGTH:.1f} nm")
print(f"Photon energy: {h * c / (WAVELENGTH * 1e-9) / e:.3f} eV")
print(f"Indices air, resist, silicon: {N_AIR}, {N_RESIST}, {N_SI}")
print(f"Wavelength inside resist: {WAVELENGTH / N_RESIST:.2f} nm")
print(f"One half-wave in resist: {HALF_WAVE:.2f} nm")
print(f"Film order m: {ORDER}; thickness: {THICKNESS:.2f} nm")
print(f"r01 air/resist: {r01:.4f}")
print(f"r12 resist/silicon: {r12:.4f}")
print(f"|r12|: {abs(r12):.4f}; phase: {np.degrees(phi):.2f} deg")
print(f"r02 air/silicon: {r02:.4f}")
print(f"Bare reflectance, formula: {R_bare:.6f}")
print(f"Coated reflectance, integrated: {R_coated:.6f}")
print(f"Coated amplitude r, integrated: {r_coated:.4f}")
print(f"Largest |r_coated-r_bare| in tests: {largest_error:.1e}")
print(f"Field at silicon / incident field, coated: {t_coated:.4f}")
print(f"Field at silicon / incident field, bare: {integrate_stack([])[1]:.4f}")
print(f"Fraction absorbed in silicon: {N_SI.real * abs(t_coated)**2:.6f}")
for j in range(5):
    print(f"Sum with {j} echoes: r = {partial[j]:.4f}, "
          f"|r|^2 = {abs(partial[j])**2:.4f}")
print(f"Quarter-wave film: d = {HALF_WAVE / 2:.2f} nm, "
      f"R = {R_film(HALF_WAVE / 2):.4f}")
print(f"First minimum: d = {d_min:.2f} nm, R = {R_film(d_min):.4f}")
print(f"First maximum: d = {d_max:.2f} nm, R = {R_film(d_max):.4f}")
print(f"Maximum minus half-wave thickness: {d_max - HALF_WAVE:.2f} nm")
print(f"Second bare-R thickness: {d_cross:.2f} nm, r = {r_cross:.4f}")
print(f"Slope dR/dd at half-wave on silicon: {slope_si:.5f} per nm")
print(f"Slope on transparent substrate n=3.6: {abs(slope_clear):.1e} per nm")
print(f"Neglected resist absorption, k: {K_RESIST}")
for m in (1, ORDER):
    d = m * HALF_WAVE
    print(f"  m={m}: one-pass transmission "
          f"{np.exp(-2 * K0 * K_RESIST * d):.4f}, R = {R_film(d, lossy):.4f}")
print(f"  Smallest |r-r02|, lossy film 40-600 nm: {gap_lossy:.4f}")
for sine in (0.3, 0.6):
    for pol in "sp":
        coated = R_film(THICKNESS, sine=sine, pol=pol)
        bare = abs(r_formula([], sine=sine, pol=pol))**2
        print(f"Sine of angle {sine}, {pol}: coated R = {coated:.4f}, "
              f"bare R = {bare:.4f}")
for error in (-2.0, 2.0):
    print(f"Thickness error {error:+.1f} nm: R = "
          f"{R_film(THICKNESS + error):.4f}")
print(f"Resist index change +0.005: R = "
      f"{R_film(THICKNESS, N_RESIST + 0.005):.4f}")
shifted = R_film(THICKNESS * WAVELENGTH / (WAVELENGTH + 0.001))
print(f"Wavelength shift 1 pm, fixed indices: change in R = "
      f"{shifted - R_bare:.1e}")
print(f"Native oxide index, thickness: {oxide[0]}, {oxide[1]} nm")
print(f"  R without resist: {abs(r_oxide)**2:.6f}")
print(f"  R with half-wave resist: {abs(r_oxide_resist)**2:.6f}")
print("verified")
```

Running it gives:

```
Vacuum wavelength: 248.0 nm
Photon energy: 4.999 eV
Indices air, resist, silicon: 1.0, 1.75, (1.6+3.6j)
Wavelength inside resist: 141.71 nm
One half-wave in resist: 70.86 nm
Film order m: 5; thickness: 354.29 nm
r01 air/resist: -0.2727
r12 resist/silicon: -0.5151-0.5210j
|r12|: 0.7327; phase: -134.67 deg
r02 air/silicon: -0.7363-0.3651j
Bare reflectance, formula: 0.675456
Coated reflectance, integrated: 0.675456
Coated amplitude r, integrated: -0.7363-0.3651j
Largest |r_coated-r_bare| in tests: 1.5e-10
Field at silicon / incident field, coated: -0.2637+0.3651j
Field at silicon / incident field, bare: 0.2637-0.3651j
Fraction absorbed in silicon: 0.324544
Sum with 0 echoes: r = -0.2727+0.0000j, |r|^2 = 0.0744
Sum with 1 echoes: r = -0.7496-0.4823j, |r|^2 = 0.7944
Sum with 2 echoes: r = -0.7511-0.3468j, |r|^2 = 0.6844
Sum with 3 echoes: r = -0.7316-0.3656j, |r|^2 = 0.6689
Sum with 4 echoes: r = -0.7370-0.3657j, |r|^2 = 0.6770
Quarter-wave film: d = 35.43 nm, R = 0.4351
First minimum: d = 26.51 nm, R = 0.3304
First maximum: d = 61.94 nm, R = 0.7022
Maximum minus half-wave thickness: -8.92 nm
Second bare-R thickness: 53.01 nm, r = -0.7363+0.3651j
Slope dR/dd at half-wave on silicon: -0.00619 per nm
Slope on transparent substrate n=3.6: 0.0e+00 per nm
Neglected resist absorption, k: 0.01
  m=1: one-pass transmission 0.9647, R = 0.6460
  m=5: one-pass transmission 0.8357, R = 0.5419
  Smallest |r-r02|, lossy film 40-600 nm: 0.0188
Sine of angle 0.3, s: coated R = 0.7102, bare R = 0.6884
Sine of angle 0.3, p: coated R = 0.6850, bare R = 0.6623
Sine of angle 0.6, s: coated R = 0.6958, bare R = 0.7327
Sine of angle 0.6, p: coated R = 0.5960, bare R = 0.6127
Thickness error -2.0 nm: R = 0.6863
Thickness error +2.0 nm: R = 0.6615
Resist index change +0.005: R = 0.6687
Wavelength shift 1 pm, fixed indices: change in R = 8.8e-06
Native oxide index, thickness: 1.51, 1.5 nm
  R without resist: 0.669183
  R with half-wave resist: 0.669183
verified
```
